# Local thermionic swing of a transistor source with a band end

## Problem

An n-type transistor with a two-dimensional channel is switched by a gate that raises and lowers a barrier between source and drain. The barrier top lies at energy \(E_b\). The source is a metal whose conducting band stops at an energy \(E_t>E_b\), so no electrons are supplied above \(E_t\). All energies are measured from the source Fermi level.

Make the following assumptions.

- The source supplies a constant number \(M_0\) of current-carrying modes per unit width and per spin, at every energy from \(E_b\) to \(E_t\). This is the meaning given here to "constant density". A constant density of states alone would not fix the current, which also depends on velocity, transmission and the modes available in the channel.
- The occupation is the Boltzmann factor \(e^{-E/kT}\).
- Electrons above \(E_b\) are transmitted and those below are reflected. Their energy is conserved on the way to the barrier.
- The gate moves the barrier one for one, \(dE_b=-q\,dV_G\), with \(q>0\), while \(E_t\) stays fixed.
- The drain returns no current.

The local swing is \(S=dV_G/d(\log_{10}I)\).

**(a)** Show that at 300 K, with the band end one \(kT\) above the barrier, \(S\) is about 38 mV per decade.

**(b)** Starting from that point, find the gate steps that lower and raise the current tenfold.

## Hints

1. Each spin-resolved mode carries a current \(q/h\) per unit energy, multiplied by its occupation.
2. When the gate acts, which limit of the energy integral moves?
3. For (b), write the current in terms of \(x=(E_t-E_b)/kT\) at fixed \(E_t\). The local swing cannot be used over a whole decade if \(x\) changes appreciably.

## Solution

### The current

With a factor 2 for spin, the current per width is

\[
\frac{I}{W}=\frac{2q}{h}M_0\int_{E_b}^{E_t}e^{-E/kT}\,dE .
\]

An antiderivative of the exponential is \(-kT e^{-E/kT}\), so

\[
\frac{I}{W}=\frac{2q}{h}M_0kT\left(e^{-E_b/kT}-e^{-E_t/kT}\right).
\]

Since \(E_t=E_b+x\,kT\), the second exponential is \(e^{-E_b/kT}e^{-x}\), and

\[
\frac{I}{W}=\frac{2q}{h}M_0kT\,e^{-E_b/kT}\left(1-e^{-x}\right).
\]

The last factor is the fraction of the ordinary thermionic current that survives when the supply above \(E_t\) is removed.

### The local swing

At fixed \(E_t\) only the lower limit of the integral moves. Raising it removes the electrons at the barrier energy:

\[
\frac{d(I/W)}{dE_b}=-\frac{2q}{h}M_0e^{-E_b/kT}.
\]

Division by the current gives

\[
\frac{d\ln I}{dE_b}=-\frac{1}{kT(1-e^{-x})}.
\]

The loss at the barrier is the same as for an endless band, but it is compared with a smaller total current. The relative change is therefore larger.

A positive gate step lowers the barrier, so \(d\ln I/dV_G=-q\,d\ln I/dE_b\), which is positive. Because \(\log_{10}I=\ln I/\ln 10\),

\[
S=\frac{\ln 10}{d\ln I/dV_G}
=\ln(10)\,\frac{kT}{q}\left(1-e^{-x}\right).
\]

At 300 K, \(kT/q=25.85\) mV and \(\ln(10)\,kT/q=59.53\) mV per decade. With \(x=1\),

\[
S=59.53\times(1-e^{-1})=59.53\times0.6321=37.63\ \text{mV per decade},
\]

which is the required 38 mV per decade.

For \(x\gg1\) the exponential vanishes and the ordinary swing returns. For \(x\ll1\), \(1-e^{-x}\simeq x\), so \(S\simeq\ln(10)(E_t-E_b)/q\). This tends to zero, but so does the current.

The fixed band end is essential. If \(E_t\) moved together with \(E_b\), \(x\) would be constant, the current would vary as \(e^{-E_b/kT}\), and the swing would be 59.5 mV per decade even at \(x=1\).

### A whole decade

Factoring out the constant \(e^{-E_t/kT}\) gives

\[
I\propto e^{-E_b/kT}-e^{-E_t/kT}
=e^{-E_t/kT}(e^x-1).
\]

For a tenfold decrease from \(x=1\), the new value \(x_-\) obeys \(e^{x_-}-1=(e-1)/10\). The barrier rises by \((1-x_-)kT\), so the size of the gate step is

\[
|\Delta V_-|=\frac{kT}{q}\left[1-\ln\left(1+\frac{e-1}{10}\right)\right]
=21.8\ \text{mV}.
\]

For a tenfold increase, \(e^{x_+}-1=10(e-1)\), and

\[
\Delta V_+=\frac{kT}{q}\left[\ln\bigl(1+10(e-1)\bigr)-1\right]
=49.1\ \text{mV}.
\]

The two steps differ because \(S\) grows with \(x\). The value 38 mV per decade is the slope at one point, not the cost of either decade.

### A device example

Take a short monolayer MoS\(_2\) channel with a source of this kind, called a cold metal. Let \(E_t=0.30\) eV and \(M_0=0.5\ \text{nm}^{-1}\). Then \(E_b=0.2741\) eV, and \(e^{-E_b/kT}\simeq2.48\times10^{-5}\). The prefactor \((2q/h)M_0kT\) is about \(1.00\times10^6\) nA/µm, so

\[
\frac{I}{W}\simeq(1.00\times10^6)(2.48\times10^{-5})(0.6321)
\simeq15.7\ \text{nA/µm}.
\]

This figure assumes that the channel can carry all \(M_0\) modes. Variation 1 shows that a uniform channel with the mass and valley number below could not, so the example illustrates the constant-mode model rather than predicting a device current.

The remaining model values are an effective mass \(m=0.5\) electron masses, two valleys, channel length \(L=12\) nm, electrostatic length \(\lambda=2\) nm and drain bias 0.5 V. The mass and valley number are rough values for monolayer MoS\(_2\). The channel is deliberately short, and the band end is a chosen value rather than a property of a particular metal.

**Tunnelling.** Let the source supply the same \(M_0\) modes below \(E_b\) as well, down to its Fermi level. Replace the sharp transmission step by that of a parabolic barrier \(E_b[1-(2z/L)^2]\), where \(z\) is the distance from its centre. Equating the quadratic term to \(-m\omega^2z^2/2\) gives \(\omega=\sqrt{8E_b/m}/L\), hence \(\hbar\omega=48\) meV. The standard transmission for an inverted parabola is

\[
T(E)=\frac{1}{1+e^{-2\pi(E-E_b)/\hbar\omega}}.
\]

With the curvature held fixed during the small gate step, numerical integration gives \(S=41.1\) mV per decade. About 39% of the current then passes below the barrier top, so the sharp step is a poor description of the current's energy distribution even though the swing changes by only about 4 mV per decade. The formula for \(T\) is exact only for an endless parabola. Ending the barrier at \(z=\pm L/2\) and letting its curvature follow \(E_b\) raises \(S\) to about 42 mV per decade, so the last digit of 41.1 depends on the assumed shape.

**Gate control.** Let \(\phi\) be the change in channel potential caused by a gate change \(\phi_G\). In a simple screened model, \(\phi''=(\phi-\phi_G)/\lambda^2\), with \(\phi=0\) at both ends. The symmetric solution is

\[
\phi(z)=\phi_G\left[1-\frac{\cosh(z/\lambda)}{\cosh(L/2\lambda)}\right].
\]

At the centre, \(\phi/\phi_G=1-1/\cosh3=0.901\). The gate must therefore supply a larger step, and the original swing becomes \(37.63/0.9007=41.8\) mV per decade. This estimate places the barrier top at the centre. The drain bias moves it towards the source, where the gate controls the potential slightly less well, so the swing would be a little larger.

**Temperature and statistics.** At 358 K, with \(E_b\) and \(E_t\) unchanged, \(S=40.3\) mV per decade. Using Fermi statistics and including the drain's return current changes the 300 K result by less than 0.001 mV per decade, because the barrier is more than \(10kT\) above the source Fermi level and the drain bias is many \(kT/q\).

**Scattering.** Real devices can break the assumption of conserved energy. Electrons that absorb phonons before the barrier can refill the energies above \(E_t\). If this restores the full Boltzmann distribution there, the band end no longer matters at the barrier and \(S\) returns to 59.5 mV per decade. For partial refilling, suppose that the occupation between \(E_b\) and \(E_t\) stays at the Boltzmann value, and that the refilled occupation above \(E_t\) is below that value and does not change with the barrier height. The loss at the barrier is then unchanged while the total current lies between the two cases, and so does \(S\). The first condition is only approximate, because phonon absorption also removes some electrons from the window.

## Variation 1: the channel limits the modes

*Replace \(M_0\) by the modes of a parabolic two-dimensional channel. What is the swing at \(x=1\)?*

At energy \(E\), the transverse wave number at the barrier can range from \(-k\) to \(k\), where \(k=\sqrt{2m(E-E_b)}/\hbar\). Allowed values are spaced by \(2\pi/W\), so each valley has \(k/\pi\) modes per width and spin. For \(g_v\) valleys,

\[
M(E)=\frac{g_v}{\pi\hbar}\sqrt{2m(E-E_b)}.
\]

Put \(u=(E-E_b)/kT\). Apart from constants,

\[
I\propto e^{-E_b/kT}\int_0^x\sqrt{u}\,e^{-u}\,du
\propto e^x\gamma(3/2,x),
\]

where \(\gamma\) is the lower incomplete gamma function, equal to the integral shown. The last form uses \(E_b=E_t-x\,kT\) with \(E_t\) fixed. Since \(dx=q\,dV_G/kT\),

\[
\frac{d\ln I}{dV_G}=\frac{q}{kT}
\left[1+\frac{\sqrt{x}\,e^{-x}}{\gamma(3/2,x)}\right],
\]

and therefore

\[
S=\frac{\ln(10)\,kT/q}{1+\sqrt{x}\,e^{-x}/\gamma(3/2,x)}.
\]

At \(x=1\), \(\gamma(3/2,1)\simeq0.379\), the denominator is about 1.97, and \(S=30.2\) mV per decade. Because \(M(E)\) vanishes at \(E_b\), the newly admitted energies contribute nothing to the slope. The whole first-order gain comes from modes added at energies already admitted.

For the MoS\(_2\) values the current is 7.0 nA/µm. Even at \(E_t\), where the channel has most modes within the window, \(M\simeq0.37\ \text{nm}^{-1}\), below the assumed \(M_0=0.5\ \text{nm}^{-1}\). A uniform, ballistic parabolic channel with these values would thus be channel-limited. The 38 mV result needs a source that supplies far fewer modes than the channel can carry over most of the window.

## Variation 2: the band end has a tail

*Return to constant \(M_0\) below \(E_t\), but let the mode density above it be \(M_0e^{-(E-E_t)/w}\). Find \(S\) for \(w=10\) meV and \(x=1\).*

The tail adds to the energy integral

\[
\int_{E_t}^{\infty}e^{-E/kT}e^{-(E-E_t)/w}\,dE
=e^{-E_t/kT}\frac{kT\,w}{kT+w}.
\]

Here the two decay rates \(1/kT\) and \(1/w\) have been added. With \(e^{-E_t/kT}=e^{-E_b/kT}e^{-x}\), the total integral is

\[
kT e^{-E_b/kT}\left[1-e^{-x}+e^{-x}\frac{w}{kT+w}\right]
=kT e^{-E_b/kT}\left[1-e^{-x}\frac{kT}{kT+w}\right].
\]

As long as \(E_b<E_t\), its derivative with respect to \(E_b\) is still \(-e^{-E_b/kT}\). Hence

\[
S=\ln(10)\frac{kT}{q}\left[1-e^{-x}\frac{kT}{kT+w}\right].
\]

The sharp-edge result returns for \(w\to0\), and the ordinary swing for \(w\to\infty\). For the stated values,

\[
S=59.53\left[1-0.3679\times\frac{25.85}{35.85}\right]
=43.7\ \text{mV per decade}.
\]

Including this tail, the parabolic barrier and the gate efficiency together gives 51.2 mV per decade for the constant-mode device, still without scattering. This figure combines a parabolic barrier with a gate efficiency taken from the unbiased screened profile; other barrier shapes of the same height and length move it by 1 to 2 mV per decade, so it should be read as roughly 51. The separate values are listed in the numerical output.

## Calculated quantities

```
Temperature: 300 K
Thermal energy kT: 25.85 meV
Band end above Fermi level: 0.3 eV
Barrier above Fermi level: 0.2741 eV
Constant mode density M0: 0.5 1/nm
Effective mass / electron mass: 0.5
Number of valleys: 2
Channel length: 12 nm
Electrostatic length: 2 nm
Drain bias: 0.5 V
Mean lateral field: 0.4167 MV/cm
Band-tail decay energy: 10 meV
Gap above source band: 0.3 eV
Factor 1 - exp(-1): 0.6321
Ordinary thermionic swing: 59.53 mV/decade
Local swing, formula: 37.63 mV/decade
Local swing, numerical: 37.63 mV/decade
Swing if band end moves with barrier: 59.53 mV/decade
Current, constant modes: 15.7 nA/um
Gate step for tenfold decrease: 21.75 mV
Gate step for tenfold increase: 49.13 mV
Swing with band tail: 43.74 mV/decade
Swing with channel-limited modes: 30.2 mV/decade
Current, channel-limited modes: 6.981 nA/um
Parabolic barrier hbar omega: 48.18 meV
Largest transmission-law error: 0.0032
Swing with parabolic barrier: 41.14 mV/decade
Current share below barrier: 39.2 %
Gate efficiency: 0.9007
Swing with finite gate efficiency: 41.78 mV/decade
Fermi correction to swing: 0.00029 mV/decade
Fermi plus drain correction: 0.00029 mV/decade
Second-band correction: 0.0002 mV/decade
Hot operating temperature: 358 K
Swing at hot temperature: 40.31 mV/decade
Swing with tail, barrier and gate: 51.2 mV/decade
```
